\section*{Two-flexural-phonon resistivity of unstrained suspended graphene: the logarithm and its cutoff, part 2}

We seek the resistivity $\rho$ caused by thermal ripples $h$ in a graphene sheet, flat on average, with electron density $n$, temperature $T$ and length $L$. SI units are used, with eV for energies in the example. The sheet has bending rigidity $\kappa$, mass density $\rho_m$, Lam\'e constants $\lambda,\mu$, Young modulus $Y=4\mu(\lambda+\mu)/(\lambda+2\mu)$, $\nu=\lambda/(\lambda+2\mu)$, ripple frequency $\omega_q=\alpha q^2$ with $\alpha=\sqrt{\kappa/\rho_m}$, and transverse sound speed $c_T=\sqrt{\mu/\rho_m}$.

An electron (velocity $v$, Fermi radius $k_F$, density of states $N=2k_F/(\pi\hbar v)$) turns by $\theta$, from angle $\phi_0-\theta/2$ to $\phi_0+\theta/2$. The transfer $\mathbf Q=\mathbf k'-\mathbf k$ has length $2k_F\sin(\theta/2)$ and direction $\phi_Q=\phi_0+\pi/2$. Subscripts L and T mean along and across $\mathbf Q$. With strain $u_{ij}$, $D=u_{LL}-u_{TT}$ and $M=2u_{LT}$. Within one valley, and up to a common phase, the matrix element of the potential $V$ is $(g_s/\varepsilon)(u_{LL}+u_{TT})\cos(\theta/2)$, with $\varepsilon=1+2\alpha_g/\sin(\theta/2)$ and $\alpha_g=e^2/(4\pi\epsilon_0\hbar v)$, plus $g_A$ times
\begin{equation}
D\sin3\phi_Q+M\cos3\phi_Q=-D\cos3\phi_0+M\sin3\phi_0 .
\label{gauge}
\end{equation}

In the decoupled (harmonic) model the strain is $\tfrac12\partial_ih\,\partial_jh$, with correlations
\begin{equation}
S=\Big(\frac{k_BT}\kappa\Big)^2\frac{1}{4\pi Q^2}\Big[\ln\frac Q{q_c}+c\Big],\quad c_t=0,\ c_D=\tfrac12,\ c_M=c_{tD}=-\tfrac12 .
\label{logs}
\end{equation}
Here $t$ is the trace and $q_c$ the infrared cutoff: the larger of $2\pi/L$ and the tension scale $q_s$, or also $q_*$ if ripples are anharmonic.

In the relaxed model the in-plane lattice follows the ripples, so $u_{LL}=-\nu u_{TT}$, $M=0$ and
\begin{equation}
S_{TT}=\Big(\frac{k_BT}\kappa\Big)^2\frac{1}{4\pi Q^2}\cdot\frac38 .
\label{STT}
\end{equation}
Free in-plane phonons scatter separately. The $\tfrac38$ comes from $J_3=\int d^2q\,q_T^4/(q^4p^4)=\tfrac{3\pi}4$, in units of $Q$, with $\mathbf p=\mathbf Q-\mathbf q$.

The harmonic ripple variance is $G(q)=k_BT/(\kappa q^4)$. Tension changes it to $k_BT/[\kappa q^2(q^2+q_s^2)]$, where $q_s^2$ is tension divided by $\kappa$. Anharmonicity stiffens mode $k$ by
\begin{equation}
\frac{\delta\kappa}{\kappa}=\frac{q_*^2}{k^2},\qquad q_*=\Big(\frac{3Yk_BT}{16\pi\kappa^2}\Big)^{1/2}.
\label{qstar}
\end{equation}

\subsection*{9. Resistivity of the decoupled model}

Ripples move slowly, and the collisions are treated as elastic. The golden rule gives
\begin{equation}
\frac1\tau=\frac{2\pi}\hbar\int\frac{d^2k'}{(2\pi)^2}(1-\cos\theta)\,\overline{|V_{\mathbf k'\mathbf k}|^2}\;\delta(\hbar vk'-\hbar vk_F),
\end{equation}
where the matrix element is normalised to unit area. The bar includes an average over $\phi_0$; this keeps the first angular harmonic of the electron distribution, and Section 11 removes the restriction. The radial integral is $k_F/(4\pi^2\hbar v)$ per unit angle. With $\langle\cdot\rangle$ for the mean over $\theta$,
\begin{equation}
\frac1\tau=\frac{k_F}{\hbar^2v}\Big\langle(1-\cos\theta)\,\overline{|V|^2}\Big\rangle .
\end{equation}

In the average of \eqref{gauge} squared, $D$ and $M$ each have weight $\tfrac12$. Their constants $\pm\tfrac12$ cancel. The scalar--gauge interference is proportional to $\cos3\phi_0$ and averages to zero. Hence
\begin{equation}
\overline{|V|^2}=\Big(\frac{k_BT}\kappa\Big)^2\frac{1}{4\pi Q^2}\Big[g_A^2+\frac{g_s^2\cos^2(\theta/2)}{\varepsilon^2}\Big]\ln\frac Q{q_c}.
\end{equation}
Because $Q^2=2k_F^2(1-\cos\theta)$, the factor $(1-\cos\theta)/Q^2$ equals $1/(2k_F^2)$ at every angle. Small-angle collisions are frequent but turn the electron little, and the two effects compensate. Split the logarithm as $\ln(k_F/q_c)+\ln(2\sin\tfrac\theta2)$. The second term equals $-\sum_{k\ge1}\cos(k\theta)/k$ and has zero mean. Define
\begin{equation}
F_1=\Big\langle\frac{\cos^2(\theta/2)}{\varepsilon^2}\Big\rangle,\qquad F_0=\Big\langle\frac{\cos^2(\theta/2)}{\varepsilon^2}\ln\Big(2\sin\frac\theta2\Big)\Big\rangle .
\end{equation}
Then
\begin{align}
\frac1\tau&=\frac{(k_BT)^2\Lambda}{8\pi\hbar^2v\kappa^2k_F},\\
\Lambda_{\rm dec}&=(g_A^2+g_s^2F_1)\ln\frac{k_F}{q_c}+g_s^2F_0 .
\label{Ldec}
\end{align}
Angles with $Q<q_c$, a fraction of order $q_c/k_F$, are treated incorrectly, so \eqref{Ldec} needs $q_c\ll k_F$.

The diffusion constant $v^2\tau/2$ gives the conductivity $\sigma=e^2Nv^2\tau/2=e^2vk_F\tau/(\pi\hbar)$. With $k_F^2=\pi n$,
\begin{equation}
\rho=\frac{\pi\hbar}{e^2vk_F\tau}=\frac{(k_BT)^2\,\Lambda}{8\pi e^2\hbar v^2\kappa^2\,n}.
\label{rho}
\end{equation}
One power of $1/k_F$ comes from the scattering rate and one from the conductivity at given $\tau$. For a fixed cutoff this is $T^2/n$ times a logarithm of $n$. If $q_*\propto\sqrt T$ is the cutoff, then $\ln(k_F/q_*)=\tfrac12\ln(T_*/T)$, where $T_*\propto n$ is the temperature at which $q_*=k_F$. The law becomes $(T^2/n)\ln(n/T)$ up to constants.

A golden-rule calculation with explicit spinors and direct integration over ripples, at $k_F/q_c=10^4$ and $10^5$, agrees with \eqref{Ldec} and \eqref{rho} within a relative difference of $4\times10^{-5}$.

\subsection*{10. Resistivity of the relaxed model}

Now the trace is $(1-\nu)u_{TT}$, $D=-(1+\nu)u_{TT}$ and $M=0$. The two couplings are driven by the same field, so amplitudes add:
\begin{equation}
V_{\mathbf k'\mathbf k}\propto\Big[\frac{g_s(1-\nu)\cos(\theta/2)}{\varepsilon}+g_A(1+\nu)\cos3\phi_0\Big]u_{TT}.
\label{amp}
\end{equation}
Squaring, averaging over $\phi_0$ and using \eqref{STT} replaces $\Lambda_{\rm dec}$ in \eqref{rho} by
\begin{equation}
\Lambda_{\rm rel}=\frac38\Big[\frac{(1+\nu)^2}2g_A^2+(1-\nu)^2g_s^2F_1\Big].
\label{Lrel}
\end{equation}
This is a pure $T^2/n$ law. It is the leading two-phonon term for a classical sheet whose in-plane lattice follows the ripples. At a fixed angle with $Q\gg q_*$, anharmonic ripples correct the scattering by a relative amount of order $q_*^2/Q^2$, up to a logarithm. Angles with $Q$ below about $q_*$, a fraction of order $q_*/k_F$, are altered strongly, and the gauge term gives them full weight. The correction to the resistivity is therefore of relative order $q_*/k_F$. The condition $q_*\ll k_F$ does not restore the decoupled result, because it makes the ripples with wavenumbers near $k_F$ nearly Gaussian without stopping the in-plane lattice from following them. The logarithm therefore belongs to the decoupled model.

\subsection*{11. Direction-dependent scattering}

The rate depends on $\phi_0$, and a field along $x$ excites more than the harmonic $\cos\phi$. Let $C$ be the collision matrix in the basis of angular harmonics. The full solution has response $(C^{-1})_{11}$, and the first-harmonic value is $1/C_{11}$. For a positive symmetric matrix $C_{11}(C^{-1})_{11}\ge1$, so the first-harmonic resistivity is an upper bound for the given kernel.

For the couplings used below, the full solution multiplies the relaxed resistivity by $0.80$. Going from 18 to 36 harmonics changes this factor by less than $0.003$. Since \eqref{amp} depends on angles and couplings but not on $T$ or $n$, the factor leaves the law $T^2/n$ intact. For the decoupled model with the size cutoff below, the factor is $0.95$; there the logarithmic kernel was set to zero where it would be negative.

\subsection*{12. Worked example}

Take round values, roughly typical of graphene: $\kappa=1.1$ eV, $\rho_m=7.6\times10^{-7}$ kg/m$^2$, $\lambda=50$ N/m, $\mu=150$ N/m, $v=10^6$ m/s, $g_A=5$ eV and $g_s=20$ eV. The unscreened scalar coupling is especially uncertain. Let $n=10^{12}$ cm$^{-2}$, $T=1$ K and $L=2\ \mu$m. Then $k_F=0.177$ nm$^{-1}$, $E_F=0.1167$ eV and $E_F/k_BT=1354$, so the electrons are strongly degenerate. Screening gives $F_1=0.00492$ and $F_0=0.00109$. Here $\alpha_g\approx2.2$ is not small, so these random-phase values are approximate; the scalar term they control is about 8\% of $\Lambda_{\rm rel}$ below. The elastic constants give $\nu=0.143$.

For the relaxed model
\begin{equation}
\Lambda_{\rm rel}=\tfrac38\,[\tfrac12(1.143)^2(25)+(0.857)^2(400)(0.00492)]\ \mathrm{eV}^2=6.66\ \mathrm{eV}^2 .
\end{equation}
Since $\pi n=k_F^2$ and $E_F=\hbar vk_F$, \eqref{rho} can be written
\begin{equation}
\rho=\frac{\hbar}{8e^2}\Big(\frac{k_BT}\kappa\Big)^2\frac\Lambda{E_F^2}.
\end{equation}
With $\hbar/e^2=4108\ \Omega$ and $k_BT=0.1167\ \mathrm{eV}/1354=8.62\times10^{-5}$ eV,
\begin{equation}
\rho_{\rm rel}=513.5\ \Omega\times(7.84\times10^{-5})^2\times\frac{6.66}{(0.1167)^2}=1.5\ \mathrm{m}\Omega .
\end{equation}
The factor of Section 11 lowers this to $1.2$ m$\Omega$.

For the strictly harmonic sheet the cutoff is $2\pi/L=0.00314$ nm$^{-1}$, and $\ln(k_F/q_c)=4.03$. Then $\Lambda_{\rm dec}=(25+1.97)(4.03)+0.43=109$ eV$^2$ and $\rho=25$ m$\Omega$ before the angular correction. The sheet size fixes the cutoff only up to a factor of order one; a factor of two in $q_c$ would change this value by about 17\%. With the anharmonic scale $q_*=0.095$ nm$^{-1}$ the logarithm is $0.62$, and the same formula gives $4.0$ m$\Omega$. A logarithm below one cannot dominate its unknown constant, so this value is an estimate of order.

\subsection*{13. How wide is the range of validity?}

Two conditions bound the temperature. Classical ripples need $T\gg T_{BG}=\hbar\alpha(2k_F)^2/k_B=0.46$ K. Harmonic ripples need $T\ll T_*=16\pi\kappa^2k_F^2/(3Yk_B)=3.5$ K. Both scale as $n$, and
\begin{equation}
\frac{T_*}{T_{BG}}=\frac{4\pi\kappa^2}{3Y\hbar\alpha}=7.5
\end{equation}
depends on the material alone. Changing the density moves the window without widening its ratio. For graphene there is no broad range in which both inequalities are strong.

The size of the corrections at 1 K can be estimated. An electron that gains energy $sk_BT$ from ripples carries the Fermi factor
\begin{equation}
B(s)=\int\frac{dE}{k_BT}\,f(E)\,[1-f(E+sk_BT)]=\frac{s}{1-e^{-s}} .
\end{equation}
This follows from $f(1-f')=(f-f')/(1-e^{-s})$, with $f'=f(E+sk_BT)$, for either sign of $s$. For two ripples with $x_i=\hbar\omega_i/k_BT$ there are four processes, $s=\pm x_1\pm x_2$. Each is weighted by the occupation $n_i$ for absorption or $n_i+1$ for emission. The sum of the weights times $B(s)$, multiplied by $x_1x_2/4$, tends to one in the classical limit. Averaged over the relaxed scattering at 1 K it is $0.92$.

Two effects of anharmonicity are easily estimated. It stiffens the ripples by \eqref{qstar}. It also suppresses $u_{TT}$ through its own energy $\tfrac12Y|u_{TT}|^2$: adding inverse variances gives $1/S=1/S_{TT}+Y/(k_BT)$, and with \eqref{STT} $YS_{TT}/(k_BT)=q_*^2/(2Q^2)$. Using the stiffened ripples in $S_{TT}$, in the tension-like form with $q_s=q_*$, and averaging over angles gives a factor $0.54$. It is an estimate, since $q_*/k_F=0.54$ is not small. It also leaves out the exchange of in-plane stress between the two ripples, a first-order term that is numerically as large as the second effect. Counting the second effect twice to allow for it would give about $0.51$. Both numbers depend on the form assumed for $G$ below $q_*$: if the stiffening and the suppression of $u_{TT}$ are made self-consistent, they become about $0.60$ and $0.57$. The classical harmonic value is therefore likely to be too large at 1 K by about a factor of two, both corrections included.

In-plane motion is fast enough to follow: $2\alpha k_F/c_T=0.012$. The free in-plane phonons scatter in addition. Their strains have $\langle|u_{LL}|^2\rangle=k_BT/(\lambda+2\mu)$ and $\langle|M|^2\rangle=k_BT/\mu$ by equipartition. The factor $B$, applied to one phonon, multiplies these by $x^2e^x/(e^x-1)^2$. With the same couplings the first-harmonic resistivity is $0.023$ m$\Omega$ at 1 K and $15\ \Omega$ at 300 K. Keeping the higher angular harmonics, as in Section 11, lowers the 1 K value to about $0.015$ m$\Omega$, because small-angle scattering by transverse phonons depends strongly on direction; at 300 K the change is about 2\%.

\subsection*{14. Beside a real device}

A density of $10^{12}$ cm$^{-2}$ is high for a suspended sheet, and 1 K calls for a cryostat. The relaxed value of $1.5$ m$\Omega$ corresponds to a mobility of $4\times10^9$ cm$^2$/Vs. Good suspended samples have low-temperature mobilities of very roughly $10^5$ cm$^2$/Vs, or about $60\ \Omega$ at this density, so other scattering hides the two-ripple term by more than four orders of magnitude.

One assumption that real devices easily break is the absence of tension. An isotropic strain $\eta$ produces the tension $2(\lambda+\mu)\eta$, and $q_s=k_F$ is reached at $\eta=\kappa k_F^2/[2(\lambda+\mu)]=1.4\times10^{-5}$. Clamped sheets can easily carry more. For $q_s\gg Q$ the integral $J_3$ is replaced, in units of $Q$, by
\begin{equation}
\int\frac{q_T^4\,d^2q}{q^4(q^2+q_s^2)^2}=\frac{3\pi}4\int_0^\infty\frac{q\,dq}{(q^2+q_s^2)^2}=\frac{3\pi}4\,\frac1{2q_s^2}.
\end{equation}
The relaxed scattering is thus multiplied by about $Q^2/(2q_s^2)$, with $Q$ and $q_s$ in the same unit. At $\eta=10^{-3}$, $q_s^2$ is about $72k_F^2$, and for $Q\le2k_F$ the factor is at most about $0.03$. This is a classical estimate for a lattice that follows the ripples. The relevant ripples, with $q$ near $q_s$, have energies corresponding to roughly 10 K, so it can apply only well above that temperature. Tension also weakens the assumption that the lattice follows. When two such ripples are both absorbed or both emitted, the sum of their frequencies is comparable to $c_TQ$ or larger, and the in-plane lattice no longer responds as if at rest. This matters unless the in-plane modes at $Q$ are classical as well, which for $Q$ near $2k_F$ requires a temperature well above several tens of kelvin. The factor is only a rough guide to the suppression.

Room temperature lies outside the theory for another reason. At 300 K and the same density $q_*/k_F=9.3$. The relaxed formula would give $139\ \Omega$, but the ripples that scatter electrons are then strongly anharmonic, and neither the number nor the power $T^2$ is justified. Most of the computed values are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
bending rigidity: 1.1 eV
mass density: 7.6e-07 kg/m2
Lame lambda: 50 N/m
Lame mu: 150 N/m
Young modulus 2D: 342.9 N/m
Poisson ratio: 0.1429
Dirac velocity: 1e+06 m/s
bare scalar coupling: 20 eV
gauge coupling: 5 eV
density: 1e+12 cm^-2
temperature: 1 K
sample length: 2 um
kF: 0.1772 nm^-1
Fermi energy: 0.1167 eV
EF/kBT: 1354
flexural alpha: 4.816e-07 m2/s
Coulomb constant alpha_g: 2.188
screening at 2kF: 5.375
F1: 0.004916
F0: 0.001086
log constant, trace: -0.0000
log constant, LL-TT: 0.5000
log constant, 2LT: -0.5000
log constant, cross: -0.5000
log constant, trace, soft cutoff: -0.0000
transverse integral: 2.35619
sampled/predicted, trace: 1.002
sampled/predicted, transverse: 0.9932
sampled/predicted, ripple energy: 1.007
golden rule deviation, harmonic: 3.9e-05
golden rule deviation, relaxed: 3.1e-08
size cutoff 2pi/L: 0.003142 nm^-1
anharmonic q_*: 0.09537 nm^-1
ln(kF/q_size): 4.033
ln(kF/q_*): 0.6198
Lambda harmonic, size cutoff: 109.2 eV2
Lambda harmonic, q_* cutoff: 17.15 eV2
Lambda relaxed: 6.664 eV2
rho harmonic, size cutoff: 25.28 mOhm
rho harmonic, q_* cutoff: 3.97 mOhm
rho relaxed: 1.543 mOhm
mobility for rho relaxed: 4.045e+09 cm2/Vs
full/first-harmonic rho, harmonic: 0.9533
full/first-harmonic rho, relaxed: 0.8044
shift, 18 to 36 harmonics: 2.6e-03
T_BG flexural: 0.4622 K
T_* where q_*=kF: 3.454 K
T_*/T_BG: 7.472
quantum factor, relaxed: 0.9243
anharmonic factor estimate, relaxed: 0.5387
alpha*2kF/cT: 0.01215
strain giving cutoff kF: 1.384e-05
in-plane one-phonon rho at 1 K: 0.02332 mOhm
in-plane one-phonon rho at 300 K: 15.33 Ohm
q_*/kF at 300 K: 9.32
relaxed law carried to 300 K (invalid): 138.9 Ohm
\end{verbatim}
